\section*{Series and Parallel Bounds on the Permittivity of Two-Phase Capacitor Films}

\section{The decision and the result}

A capacitance calculation for a mixed dielectric film must first settle whether the composition is enough or the arrangement of the phases has to be resolved. If the capacitances of the two extreme arrangements both fit within the tolerance band of the design, the composition suffices. If not, more must be known about the arrangement, or the whole interval must be carried forward.

Let the film have thickness $d$ and plate area $A$, and let phases 1 and 2 fill volume fractions $f_1$ and $f_2=1-f_1$. The effective permittivity $\varepsilon_*$ is defined by the capacitance $C$, in Gaussian units, as
\begin{equation}
C=\frac{\varepsilon_*A}{4\pi d}.
\label{def}
\end{equation}
The result is
\begin{equation}
\left(\frac{f_1}{\varepsilon_1}+\frac{f_2}{\varepsilon_2}\right)^{-1}
\le \varepsilon_*\le f_1\varepsilon_1+f_2\varepsilon_2 .
\label{main}
\end{equation}
The left side is the value for layers in series, the right side that for columns in parallel. Permittivities are relative ones, with the same numerical values in Gaussian and SI units.

The assumptions are static continuum electrostatics, no free charge in the film, equipotential plates, and a local permittivity $\varepsilon(\mathbf r)$ that is linear, isotropic and positive. The side walls are either periodic or insulated, meaning that no normal displacement crosses them. The shapes of the phase regions are otherwise free.

\section{Field problem and stored energy}

Put the plate $z=0$ at potential $V$ and the plate $z=d$ at zero. Then
\begin{equation}
\mathbf E=-\nabla\phi,\qquad \mathbf D=\varepsilon\mathbf E,\qquad
\nabla\cdot\mathbf D=0 ,
\end{equation}
with $\phi$ and the normal component of $\mathbf D$ continuous at phase boundaries. The lower plate carries charge $Q=CV$, and Gauss's law gives $\int_{z=0}D_z\,dS=4\pi Q$.

With $\mathbf n$ the outward normal, integration by parts gives
\begin{align}
\int\varepsilon|\nabla\phi|^2\,d^3r
&=-\int\mathbf D\cdot\nabla\phi\,d^3r\nonumber\\
&=-\oint\phi\,\mathbf D\cdot\mathbf n\,dS+\int\phi\,\nabla\cdot\mathbf D\,d^3r
=V\int_{z=0}D_z\,dS=4\pi QV .
\label{energy}
\end{align}
The volume term vanishes because $\nabla\cdot\mathbf D=0$. Contributions from phase boundaries cancel by continuity, and the side walls contribute nothing. The upper plate has $\phi=0$. On the lower plate $\mathbf n=-\hat{\mathbf z}$, which turns the sign positive. Division by $8\pi$ gives the stored energy $QV/2=CV^2/2$.

Let $\langle\cdot\rangle$ be the average over the film volume $Ad$. Inserting $Q=CV$ and \eqref{def} into \eqref{energy} yields
\begin{equation}
\langle\varepsilon|\nabla\phi|^2\rangle
=\frac{4\pi CV^2}{Ad}=\varepsilon_*\frac{V^2}{d^2}.
\label{phi-energy}
\end{equation}

\section{Upper bound: vary the potential}

Take a trial potential $\psi=\phi+\delta$ with the correct plate values, so that $\delta=0$ on both plates. It is continuous, and periodic if the walls are. Expanding the square,
\begin{equation}
\langle\varepsilon|\nabla\psi|^2\rangle
=\langle\varepsilon|\nabla\phi|^2\rangle
+2\langle\varepsilon\nabla\phi\cdot\nabla\delta\rangle
+\langle\varepsilon|\nabla\delta|^2\rangle .
\end{equation}
The middle term is
\begin{equation}
-2\langle\mathbf D\cdot\nabla\delta\rangle
=-\frac{2}{Ad}\left[\oint\delta\,\mathbf D\cdot\mathbf n\,dS
-\int\delta\,\nabla\cdot\mathbf D\,d^3r\right]=0,
\end{equation}
since $\delta$ vanishes on the plates, the side walls contribute nothing, and $\mathbf D$ has no divergence. Therefore
\begin{equation}
\frac{d^2}{V^2}\langle\varepsilon|\nabla\psi|^2\rangle
=\varepsilon_*+\frac{d^2}{V^2}\langle\varepsilon|\nabla\delta|^2\rangle
\ge\varepsilon_* .
\label{primal}
\end{equation}
Positivity of $\varepsilon$ enters in the last step.

The linear potential $\psi=V(1-z/d)$ is admissible and has $|\nabla\psi|^2=V^2/d^2$ everywhere. Equation \eqref{primal} then gives
\begin{equation}
\varepsilon_*\le\langle\varepsilon\rangle=f_1\varepsilon_1+f_2\varepsilon_2 .
\end{equation}
Physically, forcing a uniform field on the film prevents the relaxation that would lower the energy at fixed voltage.

\section{Lower bound: vary the displacement}

Because $\nabla\cdot\mathbf D=0$ and no net flux leaves through the sides, the flux of $D_z$ is the same through every plane of constant $z$. Hence
\begin{equation}
\langle D_z\rangle=\frac{4\pi Q}{A}=\frac{4\pi CV}{A}=\varepsilon_*\frac Vd .
\label{meanD}
\end{equation}
Also $D^2/\varepsilon=\varepsilon|\nabla\phi|^2$. Dividing \eqref{phi-energy} by the square of \eqref{meanD},
\begin{equation}
\frac{\langle D^2/\varepsilon\rangle}{\langle D_z\rangle^2}
=\frac{\varepsilon_*V^2/d^2}{\varepsilon_*^2V^2/d^2}=\frac1{\varepsilon_*}.
\label{D-energy}
\end{equation}

Now take a trial displacement $\mathbf P=\mathbf D+\boldsymbol\eta$ with the same total flux. The change $\boldsymbol\eta$ is divergence-free, carries zero net flux through each plate, and obeys the wall condition. It need not derive from a potential after division by $\varepsilon$. The cross term in $\langle P^2/\varepsilon\rangle$ is
\begin{align}
2\langle\boldsymbol\eta\cdot\mathbf D/\varepsilon\rangle
&=2\langle\boldsymbol\eta\cdot\mathbf E\rangle
=-2\langle\boldsymbol\eta\cdot\nabla\phi\rangle\nonumber\\
&=-\frac{2}{Ad}\oint\phi\,\boldsymbol\eta\cdot\mathbf n\,dS
=\frac{2V}{Ad}\int_{z=0}\eta_z\,dS=0 .
\end{align}
Thus
\begin{equation}
\frac{\langle P^2/\varepsilon\rangle}{\langle P_z\rangle^2}
=\frac1{\varepsilon_*}+\frac{\langle\eta^2/\varepsilon\rangle}{\langle D_z\rangle^2}
\ge\frac1{\varepsilon_*}.
\label{dual}
\end{equation}
The uniform field $\mathbf P=P_0\hat{\mathbf z}$ is admissible. It gives $1/\varepsilon_*\le\langle1/\varepsilon\rangle$, and inversion of these positive quantities gives the lower bound in \eqref{main}.

\section{Equality and the width of the interval}

Take both phases present and $\varepsilon_1\ne\varepsilon_2$. Equality in the upper bound requires $\nabla\delta=0$, so the true field is uniform. Then $\mathbf D=\varepsilon(V/d)\hat{\mathbf z}$, and $\nabla\cdot\mathbf D=0$ demands $\partial\varepsilon/\partial z=0$, with jumps included: the phases form columns. Conversely, columns allow this uniform field, so they reach the bound.

Equality in the lower bound requires $\boldsymbol\eta=0$, so $\mathbf D$ is uniform. Then $\mathbf E=P_0\hat{\mathbf z}/\varepsilon$ must have zero curl, which demands $\partial(1/\varepsilon)/\partial x=\partial(1/\varepsilon)/\partial y=0$: the phases form layers. Layers conversely allow this field. The order and number of layers do not matter within the model.

The width of the interval is
\begin{align}
\Delta&=f_1\varepsilon_1+f_2\varepsilon_2
-\frac{\varepsilon_1\varepsilon_2}{f_1\varepsilon_2+f_2\varepsilon_1}\nonumber\\
&=\frac{f_1f_2(\varepsilon_1^2+\varepsilon_2^2)
+(f_1^2+f_2^2-1)\varepsilon_1\varepsilon_2}{f_1\varepsilon_2+f_2\varepsilon_1}
=\frac{f_1f_2(\varepsilon_1-\varepsilon_2)^2}{f_1\varepsilon_2+f_2\varepsilon_1},
\label{width}
\end{align}
where $f_1^2+f_2^2-1=-2f_1f_2$. For weak contrast the width is second order in $\varepsilon_1-\varepsilon_2$, so composition alone fixes $\varepsilon_*$ to first order.

For a small fraction $f_L$ of a low phase $\varepsilon_L$ in a high phase $\varepsilon_H$, expansion of the two bounds gives
\begin{equation}
\varepsilon_H-\varepsilon_*\simeq
\begin{cases}
f_L(\varepsilon_H-\varepsilon_L), & \text{columns},\\
f_L(\varepsilon_H-\varepsilon_L)\,\varepsilon_H/\varepsilon_L, & \text{layers}.
\end{cases}
\end{equation}
To leading order in $f_L$, a layer therefore costs $\varepsilon_H/\varepsilon_L$ times as much permittivity as columns of the same volume. The expansion needs $f_L\varepsilon_H/\varepsilon_L\ll1$; the exact ratio is $\varepsilon_H/[\varepsilon_L+f_L(\varepsilon_H-\varepsilon_L)]$, which is 3.5 rather than 4.4 for $\varepsilon_H=40$, $\varepsilon_L=9$, $f_L=1/12$.

The inequalities can also be solved for the composition when $\varepsilon_*$ and both phase permittivities are known:
\begin{equation}
\frac{\varepsilon_L(\varepsilon_H-\varepsilon_*)}{\varepsilon_*(\varepsilon_H-\varepsilon_L)}
\le f_L\le\frac{\varepsilon_H-\varepsilon_*}{\varepsilon_H-\varepsilon_L}.
\label{fraction}
\end{equation}
The left inequality rearranges $1/\varepsilon_*\le1/\varepsilon_H+f_L(\varepsilon_H-\varepsilon_L)/(\varepsilon_H\varepsilon_L)$; the right one rearranges $\varepsilon_*\le\varepsilon_H-f_L(\varepsilon_H-\varepsilon_L)$.

\section{Mean field in each phase}

Let $E_L$ and $E_H$ be the averages of $E_z$ over the two phases, and let $E_0=V/d$. Integrating $E_z$ from plate to plate gives $\langle E_z\rangle=E_0$; equation \eqref{meanD} gives $\langle\varepsilon E_z\rangle=\varepsilon_*E_0$. Written by phase,
\begin{align}
f_LE_L+f_HE_H&=E_0,\\
f_L\varepsilon_LE_L+f_H\varepsilon_HE_H&=\varepsilon_*E_0 .
\end{align}
Multiplying the first line by $\varepsilon_H$ and subtracting the second eliminates $E_H$:
\begin{equation}
\frac{E_L}{E_0}=\frac{\varepsilon_H-\varepsilon_*}{f_L(\varepsilon_H-\varepsilon_L)} .
\label{field}
\end{equation}
At fixed voltage and composition, a larger capacitance thus goes with a smaller mean field in the low phase. Equation \eqref{field} does not limit the local peak field, which a breakdown analysis also needs.

\section{Enclosing a given microstructure numerically}

The two principles also supply an error bar for a simulation. Continuous finite elements with the correct plate potentials produce an admissible $\psi$. If the energy is integrated with the actual $\varepsilon(\mathbf r)$, also in elements cut by a phase boundary, then by \eqref{primal} their $\varepsilon_*$ lies above the true one, apart from solver error. Sampling $\varepsilon$ at one point of a cut element can destroy this property.

A finite-volume calculation on voxels that each hold a single phase gives a value from below, provided that the flux between neighbouring voxel centres crosses two half-voxels in series, each with its own permittivity. Using the arithmetic mean of the two permittivities at the face instead can put the value above the true one. The series scheme conserves flux in each voxel, so linear interpolation of each normal component between opposite faces gives an admissible $\mathbf P$. If $a$ and $b$ are the face values, the discrete energy uses $(a^2+b^2)/2$, while the interpolated field has
\begin{equation}
\int_0^1[a+(b-a)s]^2ds=\frac{a^2+ab+b^2}{3}
=\frac{a^2+b^2}{2}-\frac{(a-b)^2}{6}.
\end{equation}
The discrete energy is therefore no smaller than the energy of an admissible field. By \eqref{dual}, the computed $1/\varepsilon_*$ is too large or equal, and $\varepsilon_*$ too small or equal.

A checkerboard of square columns lying parallel to the plates, with the plates through the centres of the squares, tests this enclosure. Reflection at the plates extends the film to an infinite checkerboard. In two dimensions a $90^\circ$ rotation turns divergence-free fields into curl-free ones and the reverse. The rotated $\mathbf D$ is then an electric field, and the rotated $\mathbf E$ a displacement, in a medium of permittivity $1/\varepsilon$. That medium has effective value $1/\varepsilon_*$. Multiplying its permittivity by $\varepsilon_1\varepsilon_2$ interchanges the phases, which merely shifts the checkerboard. Since its two axes are equivalent, $\varepsilon_*=\varepsilon_1\varepsilon_2/\varepsilon_*$, or $\varepsilon_*=\sqrt{\varepsilon_1\varepsilon_2}$. For permittivities 40 and 9 this is 18.974, and the computed enclosure is 18.836 to 19.048.

In a further test, 40 random films of $6\times6\times6$ cubes, with permittivity ratios drawn between about 2 and 100, all had both computed values inside \eqref{main}.

\section{Worked example: a 6 nm capacitor film}

Take $\varepsilon_H=40$ and $\varepsilon_L=9$, rough values for high-permittivity zirconia and for alumina. The film is 6.0 nm thick, the voltage is 0.50 V, and $f_L=1/12$. Voltage, thickness and composition are held fixed while the arrangement changes. The bounds are
\begin{align}
\varepsilon_{\rm layers}&=\left(\frac{1/12}{9}+\frac{11/12}{40}\right)^{-1}=31.08,\\
\varepsilon_{\rm columns}&=\frac{9}{12}+\frac{11\times40}{12}=37.42 .
\end{align}
Their difference, 6.34, agrees with \eqref{width}. Columns give $37.42/31.08=1.20$ times the capacitance of layers, so composition alone does not serve a capacitance tolerance of $\pm5\%$ here. It does serve $\pm10\%$ if the nominal value is set at the midpoint, 34.25, which lies within 9.3\% of both extremes.

As an intermediate case, put the alumina in one $3\times3\times2$ nm island, centred in each $6\times6$ nm lateral cell, with its short side along $z$. The finest mesh encloses $\varepsilon_*$ between 36.07 and 36.11. Its place in the interval is $(36.09-31.08)/6.34=0.79$, nearer to columns than to layers. This number belongs to this island shape and spacing. If 36.09 were the known quantity, \eqref{fraction} would restrict $f_L$ to between 0.03 and 0.13, a wide range around the true 0.083.

For layers, the capacitance density follows from \eqref{def}:
\begin{equation}
\frac CA=\frac{31.08}{4\pi(6.0\times10^{-7}\,{\rm cm})}
=4.12\times10^6\ \frac{\rm cm}{\rm cm^2}=4.59\ \frac{\mu{\rm F}}{\rm cm^2},
\end{equation}
using $1\,{\rm cm}=1.1127\,{\rm pF}$. The equivalent oxide thickness is $3.9d/\varepsilon_*=0.75$ nm, where 3.9 is the permittivity of silicon dioxide. A 10 fF cell needs $0.218\,\mu{\rm m}^2$ with layers, $0.188\,\mu{\rm m}^2$ with islands and $0.181\,\mu{\rm m}^2$ with columns.

The mean field is $0.50\,{\rm V}/6.0\,{\rm nm}=0.83$ MV/cm. In the layered film the alumina carries $0.833\times31.08/9=2.88$ MV/cm and the zirconia 0.65 MV/cm. In the island, \eqref{field} and the enclosure of $\varepsilon_*$ put the mean alumina field between 1.25 and 1.27 MV/cm. The largest $E_z$ averaged over a 0.167 nm voxel is 1.49 MV/cm, in the alumina. It is not a bound on the field at the island's edges: it rises to about 1.6 MV/cm for 0.083 nm voxels and 1.7 MV/cm for 0.056 nm voxels.

\section{The model beside a real capacitor}

The thickness, voltage and permittivities are in the rough range of zirconia-based DRAM capacitors, which often contain a thin alumina layer; the column and island films are comparison geometries. The largest correction sized here comes from the assumption of ideal plates. In a metal of electron density $n$ and Fermi energy $E_F$, linear Thomas--Fermi screening has length $\lambda=[E_F/(6\pi ne^2)]^{1/2}$. The potential drop in each electrode is $\lambda D$, as across a vacuum gap of width $\lambda$. An assumed $n=5\times10^{22}\,{\rm cm}^{-3}$ gives $\lambda=0.060$ nm, and for the layered film
\begin{equation}
\frac{C_{\rm screened}}{C}=\frac{d/\varepsilon_*}{d/\varepsilon_*+2\lambda}
=\frac{0.193}{0.193+0.121}=0.615 .
\end{equation}
This 38\% reduction exceeds the whole difference between layers and columns. The estimate omits electron spill-out and the polarizability of the electrode's ion cores, so it shows the scale of the effect and is no prediction for a particular electrode. For a film this thin, an electrode model is needed before \eqref{main} is compared with a measured capacitance. The correction shrinks as $d/\varepsilon_*$ grows relative to $2\lambda$.

The other corrections are smaller for these inputs:
\begin{itemize}
\item Temperature: an assumed coefficient of $2\times10^{-4}$ per K for zirconia raises the layered value from 31.08 at 300 K to 31.34 at 358 K.
\item Field dependence: an assumed 1\% fall in zirconia permittivity per $({\rm MV/cm})^2$ lowers the small-signal permittivity of the layered film from 31.08 to 30.99 if the fall is in $dD/dE$, and to 30.80 if it is in $D/E$. The sign is assumed; zirconia capacitors commonly show a rise with bias instead.
\item Curvature: a uniform film on a pillar of radius 10 nm has $d/[r_m\ln(16/10)]=0.982$ times the planar capacitance for the area at mid-radius $r_m=13$ nm. In a layered film the factor also depends on the radial position of the alumina, from 0.93 at the inner electrode to 1.03 at the outer one, while the largest alumina field runs from 3.5 to 2.5 MV/cm. The breakdown ratios below are for the planar film.
\end{itemize}

Breakdown limits the voltage and does not correct the capacitance. With rough strengths of 8 MV/cm for alumina and 4 MV/cm for zirconia, the alumina layer is at 0.36 of its limit, and the zirconia in the column film at 0.21.

Direct tunnelling was estimated from
\begin{equation}
J=\frac{em_ekT}{2\pi^2\hbar^3}\int e^{-2\int\kappa\,dz}
\ln\frac{1+e^{-E/kT}}{1+e^{-(E+eV)/kT}}\,dE ,
\end{equation}
where $E$ is the energy of motion along $z$, measured from the emitter Fermi level, and $\hbar\kappa=[2m_t(U-E)]^{1/2}$ wherever the barrier $U(z)$ exceeds $E$. With assumed barriers of 1.6 eV (zirconia) and 2.6 eV (alumina) and $m_t=0.3m_e$, the current density at 358 K is about $5\times10^{-10}$ A/cm$^2$ for layers, with the alumina 2.5 to 3.0 nm from the emitter, and $1\times10^{-9}$ A/cm$^2$ for columns. The formula keeps the transverse kinetic energy unchanged on entering the barrier; conserving the transverse momentum across the mass step instead multiplies both values by $m_t/m_e=0.3$. Unlike the capacitance, the layered current depends on where the alumina sits, from $1\times10^{-9}$ A/cm$^2$ at the emitter to $2\times10^{-10}$ A/cm$^2$ at the collector. The column value is the area-weighted sum of the one-dimensional currents through each phase alone, with lateral spreading of the electron waves neglected. Both values lie below a rough leakage allowance of $10^{-7}$ A/cm$^2$. Traps and image-force lowering are omitted, so these numbers do not establish that a real film meets the allowance.

The use of a bulk permittivity for a 0.5 nm alumina layer is a further assumption, whose error is not sized here.

\section{Where the bounds change or fail}

\subsection{Anisotropic grains}

For a symmetric, positive permittivity tensor the cross terms vanish as before. The linear potential now samples $\varepsilon_{zz}$, and the uniform displacement samples $(\varepsilon^{-1})_{zz}$:
\begin{equation}
\frac1{\langle(\varepsilon^{-1})_{zz}\rangle}\le\varepsilon_*\le\langle\varepsilon_{zz}\rangle .
\label{tensor}
\end{equation}
Consider grains with assumed principal values 50, 50 and 20, whose 20-axis points equally often along $x$, $y$ and $z$. The bounds are 33.3 and 40.0, and one computed polycrystal lies between 37.5 and 38.5. If such grains replace the isotropic zirconia of the example, the two-phase interval widens from 31.1--37.4 to 27.2--37.4. An isotropic average inserted in the series formula is then no guaranteed lower bound.

\subsection{Negative permittivity}

If $\varepsilon<0$ somewhere, the excess energies in \eqref{primal} and \eqref{dual} can be negative, and neither principle holds. Replacing the alumina layer by a layer of permittivity $-9$ gives a series value of 73.2, while the arithmetic mean is 35.9. The upper bound is violated. This calculation does not address whether such a stack is stable. A negative-capacitance model of a ferroelectric layer therefore cannot use \eqref{main}.

\subsection{Nonlinear response}

For a small reversible signal about a fixed bias, the derivation applies to the signal fields if the local differential permittivity is symmetric and positive. It may vary within a phase, in which case \eqref{tensor} replaces \eqref{main}. Hysteretic switching has no single linear permittivity and lies outside the result.

The input values and computed quantities are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
random films tested: 40
their place in window (0 low, 1 high): 0.052 to 0.940
checkerboard enclosure: 18.836 to 19.048
checkerboard known value: 18.974
permittivities high, low: 40, 9
thickness 6.0 nm, voltage 0.50 V, low fraction 0.08333
lower bound (layers): 31.079
upper bound (columns): 37.417
window width: 6.338
island enclosure, voxel 0.500 nm: 35.944 to 36.165
island enclosure, voxel 0.250 nm: 36.043 to 36.121
island enclosure, voxel 0.167 nm: 36.068 to 36.110
island midpoint: 36.09
excess of linear potential, finest mesh: 1.3067
excess of uniform displacement, finest mesh: 0.004451
layers: C/A 4.586 uF/cm2, EOT 0.753 nm, area for 10 fF 0.2180 um2
island: C/A 5.326 uF/cm2, EOT 0.648 nm, area for 10 fF 0.1878 um2
columns: C/A 5.522 uF/cm2, EOT 0.625 nm, area for 10 fF 0.1811 um2
layers, Gaussian C/A: 4.1220e+06 cm per cm2
1 cm of capacitance: 1.1127 pF
mean field: 0.833 MV/cm
layers: field in low phase 2.878 MV/cm
layers: field in high phase 0.647 MV/cm
island: mean field in low phase 1.255 MV/cm
island: largest voxel-mean E_z 1.485 MV/cm
rough breakdown high, low phase: 4, 8 MV/cm
layers: low-phase field/breakdown 0.360
columns: high-phase field/breakdown 0.208
barriers high, low: 1.6, 2.6 eV; mass 0.3 m_e
WKB exponent, high phase at Fermi level: 39.07
tunnelling at 358 K, layers: 4.9e-10 A/cm2
tunnelling at 358 K, columns: 1.1e-09 A/cm2
electrode density 5e+22 cm^-3, screening length 0.0604 nm
layers: capacitance factor from screening 0.615
grain principal values: 50, 50, 20
polycrystal bounds: 33.333 to 40.000
polycrystal enclosure: 37.488 to 38.499
two-phase bounds with such grains: 27.204 to 37.417
assumed temperature coefficient: 2e-04 per K from 300 K
lower bound at 358 K: 31.335
assumed field tuning: 1 % per (MV/cm)^2
lower bound with field tuning: 30.986
pillar radius 10 nm: C over planar C at mid-radius area 0.9820
layer of permittivity -9: stack value 73.22
arithmetic mean for that stack: 35.92
\end{verbatim}
